\section*{Electron-Lattice Equilibration Length Near a Metal Surface}

\section{Problem}

A metal fills the half-space $x>0$. Its electrons have temperature $T_e(x)$ and heat conductivity $k_e$; its lattice has temperature $T_p(x)$ and heat conductivity $k_p$. Per unit volume and time, the electrons give the lattice the heat $G(T_e-T_p)$. Given are
\[
k_p=10\ \text{W/(m K)},\qquad G=10^{17}\ \text{W/(m}^3\,\text{K)} .
\]
The state is steady, no heat is generated in the metal, both carriers obey Fourier's law, and the temperature differences are small enough for $k_e$, $k_p$ and $G$ to be constants. A flux is counted positive towards $+x$.

\begin{enumerate}
\item[(a)] Over what length $L$ does a difference between $T_e$ and $T_p$ at the surface die out?
\item[(b)] The value of $k_e$ is not given. What can be said about $L$ without it, and how large must $k_e$ be for $L$ to lie within 10\% of its largest possible value?
\item[(c)] An insulator at $x<0$ delivers a heat flux $J$ to the lattice alone. Find $T_e-T_p$ at the surface, and find which of the two temperatures is disturbed more. Evaluate for $k_e=0.12$ eV/(ps\,\AA\,K) and $J=10^{-4}$ eV/(ps\,\AA$^2$).
\item[(d)] How much of the flux passes from the lattice to the electrons, and how much of this exchange takes place within the first length $L$?
\end{enumerate}

The algebra contains neither $\hbar$ nor the electron's mass or charge, so its equations keep their form in atomic units. Numbers are in eV, \AA, ps and K.

\section{Hints}

\begin{enumerate}
\item Write one energy balance for each carrier. What one loses through the coupling, the other gains.
\item Look for an equation that contains only the difference $\theta=T_e-T_p$. Divide before you subtract.
\item For (b), write $1/L^2$ as a sum of two terms, one for each carrier.
\item For (c), an insulator has no conduction electrons to carry heat across the surface. This fixes the slope of $T_e$ at $x=0$.
\item Adding the two balances, instead of subtracting them, removes the coupling. The combination of temperatures that appears is a useful reference line.
\end{enumerate}

\section{Solution}

\subsection{The decay length}

The electron heat flux is $J_e=-k_eT_e'$, where a prime means $d/dx$. In a steady state the flux falls along $x$ by the heat given to the lattice, $J_e'=-G(T_e-T_p)$. The lattice flux $J_p=-k_pT_p'$ grows by the same amount. Hence
\begin{align}
k_eT_e''&=G(T_e-T_p), \label{eq:el}\\
k_pT_p''&=-G(T_e-T_p). \label{eq:lat}
\end{align}
Heat capacities do not appear, because they multiply time derivatives, which vanish here.

Divide \eqref{eq:el} by $k_e$ and \eqref{eq:lat} by $k_p$, and subtract the second from the first. The minus sign in \eqref{eq:lat} turns the difference into a sum:
\begin{equation}
\theta''=\frac{G}{k_e}\theta+\frac{G}{k_p}\theta=\frac{\theta}{L^2},
\qquad
\frac1{L^2}=G\left(\frac1{k_e}+\frac1{k_p}\right).
\label{eq:L}
\end{equation}
The general solution is $\theta=Ae^{-x/L}+Be^{x/L}$. The second term grows without limit into the metal, so $B=0$ and
\begin{equation}
\theta(x)=\theta(0)\,e^{-x/L}.
\label{eq:decay}
\end{equation}
The length $L$ is a decay length: at $x=L$ the difference has fallen to $1/e$, or 37\%, of its surface value. A fall to 5\% takes about $3L$, since $e^{-3}\approx0.05$.

\subsection{What the given numbers fix}

Define $L_e=\sqrt{k_e/G}$ and $L_p=\sqrt{k_p/G}$. Equation \eqref{eq:L} then reads
\begin{equation}
\frac1{L^2}=\frac1{L_e^2}+\frac1{L_p^2},
\qquad\text{or}\qquad
L=\frac{L_p}{\sqrt{1+k_p/k_e}} .
\label{eq:ratio}
\end{equation}
The square root exceeds 1 for any finite $k_e$, so $L<L_p$. The two given numbers therefore fix an upper bound on $L$, approached for $k_e\gg k_p$.

To evaluate it, use $1\ \text{W}=6.2415\times10^{6}$ eV/ps and $1\ \text{m}=10^{10}$ \AA:
\begin{align*}
k_p&=\frac{10\times6.2415\times10^{6}}{10^{10}}
=6.2415\times10^{-3}\ \text{eV/(ps\,\AA\,K)},\\
G&=\frac{10^{17}\times6.2415\times10^{6}}{10^{30}}
=6.2415\times10^{-7}\ \text{eV/(ps\,\AA}^3\,\text{K)} .
\end{align*}
The common factor cancels in the ratio, $k_p/G=10^4$ \AA$^2$, and
\[
L_p=100\ \text{\AA}=10\ \text{nm}.
\]

The condition $L\ge0.9\,L_p$ becomes, after squaring \eqref{eq:ratio} and inverting,
\[
1+\frac{k_p}{k_e}\le\frac1{0.81}
\quad\Longrightarrow\quad
\frac{k_p}{k_e}\le\frac{0.19}{0.81}
\quad\Longrightarrow\quad
\frac{k_e}{k_p}\ge4.26 .
\]
Within this model the equilibration length is thus near 10 nm if the electrons conduct heat at least about four times as well as the lattice. For the value of $k_e$ in part (c), $k_e/k_p=19.23$ and
\[
L=\frac{100\ \text{\AA}}{\sqrt{1+1/19.23}}=97.5\ \text{\AA}=9.75\ \text{nm}.
\]
A numerical solution of \eqref{eq:el} and \eqref{eq:lat} on a grid, made without the formula for $L$, has the same decay length.

The other regimes follow from \eqref{eq:ratio}. For $k_e=k_p$ the length is $L_p/\sqrt2=70.7$ \AA. For $k_e\ll k_p$ it tends to $L_e$, whatever the lattice conductivity. At $k_e=0.1\,k_p$ the computed length is 30.2 \AA, already close to $L_e=\sqrt{0.1}\,L_p=31.6$ \AA. In the model, lowering $k_e$ at fixed $k_p$ and $G$ therefore shortens $L$. The last example shows the limit of the formula and not a typical metal: $k_e=0.1\,k_p$ is 1 W/(m K), which by the Wiedemann--Franz law at 300 K means a resistivity of about 730 $\mu\Omega$ cm, far above that of ordinary metals. Disorder that lowers $k_e$ can also change $k_p$.

The limit $L_p$ has a simple reading. Suppose the electrons conduct so well that $T_e$ stays fixed. A uniform lattice of heat capacity $C_p$ per volume would then obey $C_p\,dT_p/dt=G(T_e-T_p)$ and relax in the time $\tau=C_p/G$. In this time heat diffuses in the lattice, with diffusivity $D=k_p/C_p$, over a distance of order
\[
\sqrt{D\tau}=\sqrt{\frac{k_p}{C_p}\,\frac{C_p}{G}}=\sqrt{\frac{k_p}{G}}=L_p .
\]
The heat capacity cancels, in agreement with its absence from the steady equations.

\subsection{The disturbed layer under an insulator}

At $x=0$ the electrons carry no heat and the lattice carries all of it:
\[
-k_eT_e'(0)=0,\qquad -k_pT_p'(0)=J .
\]
This leaves out any direct exchange between the metal's electrons and the insulator's lattice. Subtraction gives $\theta'(0)=0-(-J/k_p)=J/k_p$. From \eqref{eq:decay}, $\theta'(0)=-\theta(0)/L$, so
\begin{equation}
\theta(0)=-\frac{JL}{k_p}
=-\frac{10^{-4}\times97.5}{6.2415\times10^{-3}}\ \text{K}=-1.56\ \text{K}.
\label{eq:jump}
\end{equation}
The sign is as it should be: the lattice receives the heat and is the hotter carrier.

To see how each temperature behaves, add \eqref{eq:el} and \eqref{eq:lat}. The coupling cancels:
\[
k_eT_e''+k_pT_p''=0 .
\]
With $K=k_e+k_p$, the weighted mean
\begin{equation}
M=\frac{k_eT_e+k_pT_p}{K}
\label{eq:mean}
\end{equation}
is a straight line. The total flux is $J=-k_eT_e'-k_pT_p'=-KM'$, so its slope is $-J/K$. In the example $J$ is $1.6\times10^{9}$ W/m$^2$ and the line falls by 7.9 K per $\mu$m: only 0.08 K over $L$, but about 30 K over 4 $\mu$m. With constant coefficients the half-space therefore stands for a metal many $L$ thick but no more than a few $\mu$m thick, cooled at its far side. Deep in the metal, where $\theta\to0$, both temperatures lie on this line. Nearer the surface their distances from it are
\begin{align}
T_e-M&=\frac{(k_e+k_p)T_e-k_eT_e-k_pT_p}{K}=\frac{k_p}{K}\,\theta, \label{eq:dev-e}\\
T_p-M&=\frac{(k_e+k_p)T_p-k_eT_e-k_pT_p}{K}=-\frac{k_e}{K}\,\theta . \label{eq:dev-p}
\end{align}
Here $k_e/K=0.951$ and $k_p/K=0.049$. At the surface the lattice lies $0.951\times1.562\ \text{K}=1.485$ K above the line, and the electrons lie $0.049\times1.562\ \text{K}\approx0.077$ K below it. The poorer conductor is disturbed more. This is also why $L$ is close to $L_p$ in this metal: the electron temperature stays near its straight line, and the lattice relaxes towards it.

The computed difference falls from $-1.562$ K at the surface to $-0.560$ K at 100 \AA, $-0.201$ K at 200 \AA\ and $-0.072$ K at 300 \AA. At 100 \AA, for example, \eqref{eq:decay} gives $-1.562\,e^{-100/97.5}\ \text{K}=-0.560$ K. A difference of 5\% of the surface value is thus reached near 30 nm, not near 10 nm. An equilibration length near 10 nm therefore does not mean that the two temperatures are equal at a depth of 10 nm.

\subsection{The heat exchanged}

The heat passed from lattice to electrons, per area and time, is
\[
-\int_0^\infty G\theta\,dx
=G\,\frac{JL}{k_p}\int_0^\infty e^{-x/L}dx
=\frac{GL^2}{k_p}\,J .
\]
Equation \eqref{eq:L} gives $L^2=k_ek_p/(GK)$, so the result is
\begin{equation}
-\int_0^\infty G\theta\,dx=\frac{k_e}{K}\,J=0.951\,J .
\label{eq:exchange}
\end{equation}
This is the flux the electrons must carry deep in the metal, where both temperatures have the slope $-J/K$. They start with none at the surface, and the exchange supplies all of it. The share that passes within $0<x<L$ is
\[
\frac1L\int_0^Le^{-x/L}dx=1-e^{-1}=0.632 .
\]

\subsection{Where the result fails}

Fourier's law needs mean free paths that are short compared with $L$. With $L$ near 100 \AA\ this is a demanding condition, and the example above does not meet it at room temperature. Its $k_e$ is 192 W/(m K). For free electrons at the densities of aluminium, copper and sodium, the Wiedemann--Franz law at 300 K then gives mean free paths of about 10, 17 and 38 nm. None of these is short compared with $L=9.75$ nm. Equation \eqref{eq:el} is then not reliable in the layer, and the numbers for this $k_e$ illustrate the model; they are not predictions for a real metal. The small electron shift of 0.077 K is the number most exposed to this. The difference $\theta(0)$ depends only weakly on $k_e$: halving $k_e$ changes $L$ only from 97.5 to 95.2 \AA. The same applies to the lattice if its heat is carried by phonons with mean free paths of order 100 \AA. The model also gives all phonons one temperature. If the electrons couple strongly to some phonon modes and weakly to others, and the modes exchange heat slowly, a single $T_p$ and a single $L$ do not describe the layer.

\section{Variation 1: the heat enters through the electrons}

Let the flux $J$ enter through the electrons alone. This is an idealized contact with another metal, one that electrons cross but that blocks the heat of the lattice. In a real contact the lattices also pass some heat, and by the general formula at the end of this section a lattice share of only 1\% lowers the difference found here by about 20\%. Now $T_e'(0)=-J/k_e$ and $T_p'(0)=0$, so $\theta'(0)=-J/k_e$. With $\theta(0)=-L\,\theta'(0)$,
\[
\theta(0)=\frac{JL}{k_e}=\frac{10^{-4}\times97.5}{0.12}\ \text{K}=0.081\ \text{K}.
\]
The decay length is unchanged, since it belongs to the metal and not to the way it is heated. The difference has the opposite sign and is smaller by the factor $k_e/k_p\approx19$. Only the share $k_p/K=0.049$ of the flux has to change carrier.

For a general division, with $fJ$ entering through the electrons and $(1-f)J$ through the lattice,
\[
\theta(0)=-JL\left(\frac{1-f}{k_p}-\frac{f}{k_e}\right).
\]
This vanishes when $k_e(1-f)=k_pf$, that is for $f=k_e/K$. The heat then arrives already divided as it is deep in the metal, and no disturbed layer forms.

\section{Variation 2: a film heated by a current}

A film $0<x<d$ carries a current along its plane, which heats the electrons with a uniform power $Q$ per volume. No heat leaves at $x=d$. At $x=0$ all of it leaves through the lattice into an insulator. The electron balance becomes $k_eT_e''=G\theta-Q$, while \eqref{eq:lat} is unchanged. Dividing and subtracting as before,
\[
\theta''=\frac{\theta}{L^2}-\frac{Q}{k_e}.
\]
A constant solution is $QL^2/k_e$. Of the solutions of the equation without $Q$, the condition $\theta'(d)=0$ leaves $A\cosh[(d-x)/L]$. In the steady state the flux at $x=0$ is $-Qd$, carried by the lattice, so $T_p'(0)=Qd/k_p$, $T_e'(0)=0$ and $\theta'(0)=-Qd/k_p$. Since $\theta'(0)=-(A/L)\sinh(d/L)$,
\begin{equation}
\theta(x)=\frac{QL^2}{k_e}+\frac{QdL}{k_p}\,\frac{\cosh[(d-x)/L]}{\sinh(d/L)} .
\label{eq:film}
\end{equation}

The average over the film is a check. The integral of $\cosh[(d-x)/L]$ from $0$ to $d$ is $L\sinh(d/L)$, so
\[
\frac1d\int_0^d\theta\,dx=QL^2\left(\frac1{k_e}+\frac1{k_p}\right)=\frac QG .
\]
This holds for any thickness. It also follows without Fourier's law: the electrons are sealed in at both faces, so all their heat must pass to the lattice inside the film.

What depends on thickness is where this happens. For $d\ll L$, $\cosh\to1$ and $\sinh(d/L)\to d/L$, and \eqref{eq:film} gives $\theta=Q/G$ throughout the film. For $d\gg L$ the difference far from the exit is
\[
\frac{QL^2}{k_e}=\frac{k_p}{K}\,\frac QG=0.049\,\frac QG ,
\]
because there the electrons carry most of the heat towards the exit themselves. They hand it over in a layer of thickness about $L$ at $x=0$. At the exit the second term of \eqref{eq:film} exceeds the first by the factor $(k_e/k_p)(d/L)$, which is about 190 for $d=10L$. Because this factor is large, the second term remains the larger one down to a depth of about $L\ln[(k_e/k_p)(d/L)]$, roughly $5L$ for $d=10L$. In the middle of such a film \eqref{eq:film} still gives $0.11\,Q/G$, and the value falls to $0.05\,Q/G$ only near $x=d$. Within this model, where the heat leaves through the lattice alone, the largest electron-lattice difference in a thick film therefore sits at the exit.

The numerical output below lists the main computed values for parts (a) to (d).

\section*{Numbers as computed}
\begin{verbatim}
given lattice conductivity kp = 10 W/(m K)
given coupling G = 1e+17 W/(m^3 K)
kp = 6.2415e-03 eV/(ps A K)
G = 6.2415e-07 eV/(ps A^3 K)
chosen ke = 0.12 eV/(ps A K)
chosen flux J = 1.0e-04 eV/(ps A^2)
ratio ke/kp = 19.23
limit sqrt(kp/G) = 100.00 A = 10.00 nm
L from formula = 97.50 A = 9.75 nm
L from computed temperatures = 97.50 A
ke/kp needed for L within 10% of limit = 4.26
ke/kp = 0.10: computed L = 30.15 A
ke/kp = 1.00: computed L = 70.71 A
ke/kp = 4.26: computed L = 90.00 A
ke/kp = 10.00: computed L = 95.35 A
ke/kp = 100.00: computed L = 99.50 A
Te - Tp at surface, computed = -1.562 K
Te - Tp at surface, formula = -1.562 K
Te - Tp at x = 100 A, computed = -0.560 K
Te - Tp at x = 200 A, computed = -0.201 K
Te - Tp at x = 300 A, computed = -0.072 K
electron shift from line at surface = -0.077 K
lattice shift from line at surface = 1.485 K
heat passed to electrons = 9.506e-05 eV/(ps A^2)
fraction of flux passed to electrons = 0.951
share of exchange within first L = 0.632
\end{verbatim}
